Why a diffuse-walled silicon fin conducts less than a film

**1. The error to be avoided**

Suppose the conductivity of a silicon film is used for a fin of the same thickness. The heat flow along the fin is then paired with too small a temperature gradient. In the spectral model of section 7 the fin conducts 0.756 times as well as the film, so the true gradient is 1/0.756 = 1.32 times the one predicted from the film value.

A loose account of the cause does further harm. If merely striking the extra walls were enough, mirror end walls would cost as much as rough ones, and in the model below they cost nothing. If grazing phonons were always the main losers, the loss would have one angular origin at every mean free path, and in a tall fin such as the one worked here (height five times the thickness) it does not. The contributions therefore have to be separated and weighed.

**2. Model and ray solution**

The fin is long in x, with cross-section 0 < y < w and 0 < z < h, where w < h. The film has the same w and is unbounded in z. Phonons follow classical paths, the branches are isotropic, and collisions relax the distribution to local equilibrium in a time τ. The walls pass no heat and are fully diffuse: a phonon leaves with its energy unchanged and its direction forgotten. The algebra uses atomic units, ħ = 1, with k_B kept.

For modes of one frequency, with speed v and mean free path Λ = vτ, write the occupation as n₀(T(x)) + g. Here n₀ is the Bose function and T′ = dT/dx is constant. Let Ω be the unit vector of travel. To first order in T′, the steady Boltzmann equation multiplied by τ is

Λ Ω·∇g + g = −Λ Ω_x T′ ∂n₀/∂T.

Along a ray, Ω·∇ is the derivative with respect to distance s from the wall where the ray began:

Λ dg/ds + g = −Λ Ω_x T′ ∂n₀/∂T.

The starting value is g = 0. A diffuse wall emits equally into all outgoing directions, at the level that returns the arriving flux. If g is odd in Ω_x, its arriving flux vanishes and so does the emitted g. With this starting value,

g = −Λ Ω_x T′ (∂n₀/∂T) [1 − exp(−d/Λ)],

where d is the distance back to the wall. Since d does not depend on the sign of Ω_x, g is indeed odd. It also adds no energy density, so T(x) is the correct local temperature.

The heat flux is the average of Ω_x g times factors common to bulk and fin. In bulk the bracket is 1 and the average of Ω_x² is 1/3. Dividing gives the conductivity relative to bulk at one Λ:

F = 3 ⟨Ω_x² [1 − exp(−d/Λ)]⟩, (1)

averaged over directions and over the cross-section.

In the film only the broad walls can end the backward ray. In the fin the end walls can too, so

d_fin = min(d_film, d_end) ≤ d_film.

The inequality is strict for rays that recently left an end wall, and these fill a finite part of the average. Hence F_fin < F_film at every finite Λ. Each frequency enters the total with a positive weight, so the fin also conducts less for any spectrum.

**3. The loss in one direction**

Let μ = |Ω_y| and define two full crossing lengths,

T₁ = w/μ, T₂ = h/|Ω_z|.

For a fixed direction and a uniformly chosen position, d_film is uniform between 0 and T₁, d_end is uniform between 0 and T₂, and the two are independent. Use

1 − exp(−d/Λ) = ∫₀^d exp(−t/Λ) dt/Λ.

Averaging over position replaces the upper limit by the probability that d exceeds t:

G_fin = ∫₀^min(T₁,T₂) (1 − t/T₁)(1 − t/T₂) exp(−t/Λ) dt/Λ,

G_film = ∫₀^T₁ (1 − t/T₁) exp(−t/Λ) dt/Λ.

For t < T₂ the integrands differ by the factor t/T₂. For T₂ < t < T₁ the fin contributes nothing. The loss is therefore

G_film − G_fin = ∫₀^T₁ (1 − t/T₁) min(t/T₂, 1) exp(−t/Λ) dt/Λ. (2)

The three factors state what a lost stretch of path requires: the backward ray has not met a broad wall, it has met an end wall, and no bulk collision has intervened. Grazing the broad walls makes T₁ long and helps the first condition. The second needs motion along z. A phonon travelling exactly along x has T₂ infinite and loses nothing, however closely it grazes.

Since min(t/T₂, 1) ≤ t/T₂ and 1 − t/T₁ ≤ 1, the loss in one direction is at most Λ|Ω_z|/h. To average it, take y as polar axis:

Ω_x = √(1−μ²) cos φ, |Ω_z| = √(1−μ²) sin φ,

⟨A⟩ = (2/π) ∫₀¹ dμ ∫₀^(π/2) dφ A.

The last line holds for quantities even in each component. By symmetry between y and z,

3⟨Ω_x²|Ω_z|⟩ = 3⟨Ω_x²|Ω_y|⟩ = (3/2) ∫₀¹ μ(1−μ²) dμ = 3/8,

so that

F_film − F_fin ≤ 3Λ/(8h).

At fixed w and Λ, a tall enough fin becomes a film.

"Grazing" will mean μ < w/h, or equivalently T₁ > h: the path between broad walls is longer than the fin is high. For w = 100 Å and h = 500 Å this is μ < 0.2, one fifth of all directions. The share of bulk current these directions carry is

(3/2) ∫₀^(w/h) (1−μ²) dμ = (3μ − μ³)/2 at μ = w/h,

which is (0.600 − 0.008)/2 = 0.296.

**4. First contribution: the layer near the end walls**

Let Λ ≪ w. Both crossing lengths are at least w, so the upper limit of G_fin can be moved to infinity with an exponentially small error. With ∫₀^∞ tⁿ exp(−t/Λ) dt/Λ = n! Λⁿ,

G_fin = 1 − Λ|Ω_y|/w − Λ|Ω_z|/h + 2Λ²|Ω_yΩ_z|/(wh).

The linear terms average to 3/8 as above. The last needs

6⟨Ω_x²|Ω_yΩ_z|⟩ = 6 · [∫₀¹ μ(1−μ²)^(3/2) dμ] · (2/π) ∫₀^(π/2) cos²φ sin φ dφ

= 6 · (1/5) · (2/π) · (1/3) = 4/(5π).

Therefore

F_fin = 1 − 3Λ/(8w) − 3Λ/(8h) + 4Λ²/(5πwh).

The first two terms are the film. The third is a layer about Λ deep at each end wall, and it does not contain w. The fourth corrects for corners, where the separate losses would be counted twice.

At Λ = 10 Å the gap is

3·10/(8·500) − 4·100/(5π·50000) = 0.00750 − 0.00051 = 0.00699.

To leading order the loss is weighted by Ω_x²|Ω_z|, hence by (1−μ²)^(3/2) once φ is integrated out. The integral of this weight from 0 to 1 is 3π/16, so the grazing share of the loss is

(16/3π) ∫₀^(w/h) (1−μ²)^(3/2) dμ = 0.333.

This is little more than the 0.296 of bulk current that these phonons carry. In this regime grazing phonons lose roughly in proportion to what they carry, and for h/w = 5 two thirds of the loss falls on the others. The fraction depends on the aspect ratio, because the grazing range μ < w/h widens as the fin gets lower. For h/w below about 3.2 the integral above exceeds one half, and phonons that are grazing in this sense take most of the loss even at short Λ.

**5. Second contribution: long grazing paths**

*The film.* Put δ = w/Λ. Doing the t integral for the film gives

G_film = 1 − (μ/δ)[1 − exp(−δ/μ)].

The φ average of cos²φ is 1/2, so

F_film = (3/2) ∫₀¹ (1−μ²) G_film dμ

= 1 − 3/(8δ) + (3/2δ)[E₃(δ) − E₅(δ)],

where E_n(δ) = ∫₀¹ μ^(n−2) exp(−δ/μ) dμ. Integration by parts gives

E_(n+1) = [exp(−δ) − δE_n]/n.

For small δ, E₁ = ℓ + O(δ) with ℓ = −γ − ln δ, where γ = 0.577 is Euler's constant. Working upward and keeping the orders needed,

E₂ = 1 − δ − δℓ,
E₃ = 1/2 − δ + (3/4 + ℓ/2)δ²,
E₄ = 1/3 − δ/2,
E₅ = 1/4 − δ/3 + δ²/4.

Hence E₃ − E₅ = 1/4 − 2δ/3 + (1 + ℓ)δ²/2. Multiplied by 3/(2δ), its first two terms cancel the 3/(8δ) and the 1. What remains is

F_film → (3w/4Λ)[ln(Λ/w) + 1 − γ]. (3)

The logarithm has a clear origin. For μ well above w/Λ, G_film is close to w/(2Λμ), and ∫dμ/μ gives equal weight to each factor of two in μ, down to μ ≈ w/Λ. Ever more grazing rays keep adding to the film's conduction.

*The fin.* Let Λ ≫ h ≫ w. Then 1 − exp(−d/Λ) can be replaced by d/Λ. The mean backward distance in one direction is

M = ∫₀^min(T₁,T₂) (1 − t/T₁)(1 − t/T₂) dt.

For T₁ < T₂ this is T₁/2 − T₁²/(6T₂); for T₂ < T₁ the labels are exchanged. The change occurs at μ₀ ≈ (w/h) sin φ, which is small, so |Ω_z| may be replaced by sin φ there. With u = μ/μ₀ we have T₁ = T₂/u and T₂μ₀ = w, and

∫₀¹ M dμ = w ∫₀¹ (1/2 − u/6) du + w ∫₁^(1/μ₀) [1/(2u) − 1/(6u²)] du

= w[5/12 + (1/2) ln(1/μ₀) − 1/6]

= w[(1/2) ln(1/μ₀) + 1/4],

up to terms that vanish with μ₀. The factor 1−μ² in Ω_x² also subtracts ∫μ²M dμ. That integral comes from large μ, where M ≈ w/(2μ), and equals w/4. The two quarters cancel:

∫₀¹ (1−μ²) M dμ = (w/2)[ln(h/w) − ln sin φ].

The φ average needs ∫cos²φ dφ = π/4 and, from 0 to π/2,

∫ cos²φ ln sin φ dφ = (1/2)∫ ln sin φ dφ + (1/2)∫ cos 2φ ln sin φ dφ

= −(π/4) ln 2 − π/8.

For the first integral, let L = ∫ ln sin φ dφ, which also equals ∫ ln cos φ dφ. Adding the two gives 2L = ∫ ln[(1/2) sin 2φ] dφ = L − (π/2) ln 2, so L = −(π/2) ln 2. The second integral was done by parts: ∫cos 2φ ln sin φ dφ = −∫cos²φ dφ = −π/4. Then

F_fin = (3/Λ)(2/π)(w/2)[(π/4) ln(h/w) + (π/4) ln 2 + π/8]

= (3w/4Λ)[ln(2h/w) + 1/2]. (4)

In place of Λ, the height now sets the end of the logarithm. Conduction is proportional to ΛF, which keeps growing with Λ in the film but saturates in the fin. Subtracting (4) from (3),

F_film − F_fin → (3w/4Λ)[ln(Λ/2h) + 1/2 − γ]. (5)

*The part that is not grazing.* For μ > w/h we have T₁ < T₂, so the lost mean path is T₁²/(6T₂) = w²|Ω_z|/(6μ²h). Since ∫cos²φ sin φ dφ = 1/3, its contribution to the gap is

(3/Λ)(2/π)(1/3)(w²/6h) J = w²J/(3πΛh),

J = ∫_(w/h)^1 (1−μ²)^(3/2) μ⁻² dμ.

For h ≫ w, J → h/w and the contribution is w/(3πΛ). It has no logarithm in Λ, while (5) has one. The grazing share of the loss therefore tends to one, but only logarithmically slowly.

**6. Weighing them at intermediate mean free paths**

Between the limits the position integrals are incomplete gamma functions and the two angular integrals were done by Gauss quadrature. For w = 100 Å and h = 500 Å:

Λ (Å): F_film, F_fin, gap, grazing share of gap
10: 0.9625, 0.9555, 0.0070, 0.350
100: 0.6839, 0.6469, 0.0369, 0.543
1000: 0.2091, 0.1614, 0.0477, 0.889
10000: 0.0378, 0.0204, 0.0173, 0.965
100000: 0.005498, 0.002135, 0.003364, 0.9815

The share reaches one half at Λ = 78 Å, below both w and h. At 10 Å it already exceeds the limit 0.333, because the corner term multiplies the leading loss by 1 − 2Λμ/w and so relieves steep directions most.

The gap in F rises and then falls, as it must: it grows as Λ at first and decays as (ln Λ)/Λ at the end. Relative to the film, the loss grows down the whole list, from 0.7% at 10 Å to 23% at 1000 Å and 61% at 100000 Å.

At 100000 Å, equation (5) gives

0.00075 · (ln 100 + 0.500 − 0.577) = 0.00340,

about 1% above the quadrature value, although h/w is only 5. For the part that is not grazing, integrating J by parts gives

J = (1−c²)^(3/2)/c − 3 ∫_c^1 √(1−μ²) dμ, c = w/h = 0.2,

J = 4.703 − 1.760 = 2.943.

The contribution is 10000·2.943/(3π·100000·500) = 0.000062, or 1.9% of the gap. This agrees with the grazing share of 0.9815.

*Striking against randomizing.* Now make the end walls perfect mirrors and leave the broad walls diffuse. A reflection reverses Ω_z and keeps Ω_x and Ω_y. Reflect the fin instead of the ray, and the ray runs straight on through a stack of image fins, which together form the film. The source term in the ray equation depends on direction only through Ω_x, so g is the film's g and the loss is zero. Phonons strike the end walls as before, but keep their motion along x. This holds for reflection without change of speed. In a real crystal a smooth wall conserves the wavevector along it but can convert one branch into another of different speed, and the argument then no longer applies.

A random-flight simulation shows the same without using equation (1). It follows 60000 phonons through exponentially distributed free flights, with isotropic directions after bulk collisions and cosine-law emission from diffuse walls. The growth of the mean-square displacement along x, divided by twice the elapsed time, is the diffusivity; dividing that by vΛ/3 gives F. For w = 100 Å, h = 300 Å and Λ = 400 Å, with one standard error:

film: 0.363 ± 0.003 (ray formula 0.367)
fin, diffuse ends: 0.287 ± 0.002 (ray formula 0.288)
fin, mirror ends: 0.367 ± 0.003

The diffuse ends remove about a fifth of the film's conduction. The mirror ends remove nothing that the simulation can resolve.

**7. A spectrum of mean free paths**

Silicon enters this argument through one property: much of its heat is carried by phonons with long and widely spread mean free paths. A model with round parameters has that property. It takes three equal linear branches with speed 60 Å/ps, a cutoff energy of 0.03 eV, a temperature of 300 K, and

Λ(E) = 500 Å · (0.03 eV/E)².

The total conductivity, with ħ restored, is

k = (1/3) ∫ D(E) c(E) v Λ(E) F(Λ(E)) dE,

D = 3E²/[2π²(ħv)³], c = k_B [x/sinh x]², x = E/(2k_BT).

Bulk has F = 1. The product DΛ does not depend on E, so apart from the slowly varying c, equal energy intervals carry equal bulk heat. The lower half of the range has Λ above 2000 Å. Quadrature over energy gives

bulk: 0.0553 eV/(ps Å K) = 88.7 W/(m K)
film: 0.00750 eV/(ps Å K) = 12.0 W/(m K)
fin: 0.00567 eV/(ps Å K) = 9.1 W/(m K)

The film keeps 0.135 of the bulk value and the fin 0.102. Their ratio, 0.102/0.135, is 0.756 before rounding. Every mode here has Λ ≥ h, and grazing phonons supply 0.898 of the film–fin gap. For this spectrum and fully diffuse walls, the grazing explanation carries about nine tenths of the loss; steeper directions carry the rest.

These are not computed conductivities of silicon. The model leaves out the real dispersion, optical branches and anisotropy. It also treats momentum-conserving collisions as if they destroyed heat flow, and it ignores the change of the modes themselves by confinement, which is strong when the wavelength is comparable with w or longer. Partly specular walls lie outside the derivation, and the mirror case shows that the loss depends on how the end walls scatter. A wall of given roughness acts more like a mirror for long wavelengths and for phonons that graze it. The ratio 0.756 and the share of nine tenths therefore belong to fully diffuse walls and should not be carried over to a real fin without knowing its roughness. They also belong to this spectrum, which has no mode with Λ below h. Silicon has phonons with shorter paths, and these weigh more in a thin film than in bulk. With the same law and 250 Å or 100 Å in place of 500 Å, the ratio becomes 0.82 or 0.88 and the grazing share 0.85 or 0.77. The fin must also be much longer than the distances over which phonons lose their motion along x, or its contacts will impose a further limit.
